# How a Doping Error Creates Negative Interface-State Densities in Terman Analysis, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the gate voltage to the false capacitance

Anyone who extracts an interface-state density from a high-frequency capacitance curve must decide which doping to put into the ideal curve, and how well that doping has to be known. A value good to five per cent may look sufficient. For a 10 nm oxide on silicon with $10^{16}$ acceptors per cm$^3$, however, an overestimate of five per cent makes a capacitor without any interface states appear to have about $-1.2\times10^{11}$ states per cm$^2$ and eV. To keep the error below $10^{10}$ in the same unit, the doping must be known to about 0.4 per cent. Both numbers follow from one formula: if the silicon surface is in depletion and the assumed doping is too large by a small fraction $d$, the analysis of a state-free capacitor returns the interface capacitance $-d(C_{ox}+C_s)$, where $C_{ox}$ and $C_s$ are the oxide and silicon capacitances per unit area.

### Charges, voltages and the two time scales

Consider a metal-oxide-silicon capacitor on uniformly doped p-type silicon with acceptor density $N$. The elementary charge is $q>0$, and all charges and capacitances are per unit area. The band bending $\psi$ is the electrostatic potential at the silicon surface relative to the neutral bulk, so $\psi>0$ repels holes and produces depletion. The thermal voltage is $V_t=kT/q$, and $u=\psi/V_t$. The absolute permittivity of silicon is $\varepsilon$; in Gaussian units it is replaced by $\kappa_s/4\pi$, with $\kappa_s$ the relative permittivity, and the formulas keep their form.

Let the charge in the silicon be $-Q(\psi)$, with $Q>0$ in depletion. Let the charge in interface states, counted from its value at flat band, be $-Q_{it}(\psi)$. The minus sign is natural because a larger $\psi$ lowers the states relative to the Fermi level and fills them with electrons. This makes their charge more negative whether they are donors or acceptors.

The gate carries the opposite charge $Q+Q_{it}$, and the voltage across the oxide is this charge divided by $C_{ox}$. With $V_G$ counted from flat band,

$$V_G=\psi+\frac{Q(\psi)+Q_{it}(\psi)}{C_{ox}}. \tag{1}$$

Fixed oxide charge and the work-function difference shift the flat-band voltage by constants, which disappear from every derivative used below. We define

$$C_s=\frac{dQ}{d\psi},\qquad C_{it}=\frac{dQ_{it}}{d\psi}. \tag{2}$$

The gate voltage is swept slowly, so that the states stay in equilibrium with the silicon during the sweep. Differentiating (1) along the sweep gives

$$\frac{dV_G}{d\psi}=1+\frac{C_s+C_{it}}{C_{ox}}. \tag{3}$$

Interface states therefore stretch the curve out along the voltage axis: more gate voltage is needed for the same change of band bending.

For the capacitance itself, we assume a small signal that is too fast for the states. Their charge is then frozen, while the holes at the edge of the depletion layer still follow. A small change $\delta\psi$ changes the gate charge by $C_s\,\delta\psi$ and the gate voltage by $\delta\psi+C_s\,\delta\psi/C_{ox}$. The measured capacitance is the ratio of the two,

$$C=\frac{C_s}{1+C_s/C_{ox}}=\frac{C_{ox}C_s}{C_{ox}+C_s},
\qquad\text{or}\qquad \frac1C=\frac1{C_{ox}}+\frac1{C_s}. \tag{4}$$

Solving for the silicon capacitance gives

$$C_s=\frac{C\,C_{ox}}{C_{ox}-C}. \tag{5}$$

The Terman method combines these relations. The measured $C$ gives $C_s$ through (5). A theoretical relation between $C_s$ and $\psi$ then gives the band bending at each gate voltage. Finally, (3), solved for the interface capacitance, gives

$$C_{it}=C_{ox}\left(\frac{dV_G}{d\psi}-1\right)-C_s. \tag{6}$$

The state density per unit area and per eV is the number $C_{it}/q$, with $C_{it}$ in F/cm$^2$ and $q$ in coulombs, because a change of one volt in $\psi$ moves the states by one electron-volt.

The method is often carried out in another way. One computes an ideal curve $V_{id}(\psi)=\psi+Q(\psi)/C_{ox}$, reads off the voltage shift $\Delta V=V_G-V_{id}$ at equal capacitance, and takes $C_{it}=C_{ox}\,d\Delta V/d\psi$. Since $dV_{id}/d\psi=1+C_s/C_{ox}$, this equals $C_{ox}\,dV_G/d\psi-C_{ox}-C_s$, which is (6) again. The argument holds for any assumed doping, because equal $C$ and equal $C_{ox}$ mean equal $C_s$. The error derived below is therefore common to both procedures.

### The silicon capacitance in depletion

The doping enters through the relation between $C_s$ and $\psi$, which follows from Poisson's equation. Let $\phi(x)$ be the potential at depth $x$, with $\phi(0)=\psi$ and $\phi\to0$ in the bulk. We assume fully ionized acceptors, Boltzmann statistics for the holes and a negligible number of electrons. The hole density is $Ne^{-\phi/V_t}$, the charge density is $-qN(1-e^{-\phi/V_t})$, and

$$\frac{d^2\phi}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-\phi/V_t}\right). \tag{7}$$

Multiply both sides by $2\,d\phi/dx$. The left side becomes the derivative of $(d\phi/dx)^2$, and the right side becomes the derivative of a function of $\phi$. Both $\phi$ and $d\phi/dx$ vanish in the bulk, so integration from there to the surface gives

$$\left(\frac{d\phi}{dx}\right)^2_{x=0}
=\frac{2qN}{\varepsilon}\int_0^{\psi}\left(1-e^{-\phi/V_t}\right)d\phi
=\frac{2qN}{\varepsilon}\left[\psi-V_t\left(1-e^{-u}\right)\right]. \tag{8}$$

The bracket equals $V_t(u-1+e^{-u})$. By Gauss's law $Q$ is $\varepsilon$ times the surface field, hence

$$Q=\sqrt{2\varepsilon qNV_t\,(u-1+e^{-u})}. \tag{9}$$

To differentiate, square (9) first: $2Q\,dQ/du=2\varepsilon qNV_t(1-e^{-u})$. Since $d\psi=V_t\,du$, division by $2QV_t$ gives $C_s=\varepsilon qN(1-e^{-u})/Q$, or

$$C_s=\sqrt{\frac{\varepsilon qN}{V_t}}\;g(u),\qquad
g(u)=\frac{1-e^{-u}}{\sqrt{2(u-1+e^{-u})}}. \tag{10}$$

In depletion the band bending is many thermal voltages, and $e^{-u}$ can be dropped. Then $g^2=1/[2(u-1)]$, and with $V_t(u-1)=\psi-V_t$,

$$C_s^2=\frac{\varepsilon qN}{2(\psi-V_t)}. \tag{11}$$

With the depletion width $W=\varepsilon/C_s$ this reads $\psi-V_t=qNW^2/(2\varepsilon)$, the potential drop across a uniformly charged layer. The subtracted $V_t$ is the contribution of the gradual hole tail at the edge of that layer. It does not depend on the doping, which keeps the next step simple. The slope found there would be the same for any constant offset.

### The effect of the wrong doping

Now let the capacitor have no interface states, and let the analysis use the correct $C_{ox}$ but the doping

$$N'=(1+d)N. \tag{12}$$

Equation (5) contains no doping, so the analysis still obtains the correct $C_s$ at each gate voltage. It goes wrong when it turns $C_s$ into a band bending. Solving (11) with $N'$ for the inferred band bending $\psi'$, and then using (11) with the true $N$ to eliminate $C_s^2$, we find

$$\psi'-V_t=\frac{\varepsilon qN'}{2C_s^2}=(1+d)\,\frac{\varepsilon qN}{2C_s^2}=(1+d)(\psi-V_t). \tag{13}$$

The inferred band-bending scale is stretched by the factor $1+d$:

$$\frac{d\psi'}{d\psi}=1+d. \tag{14}$$

The true capacitor obeys (3) with $C_{it}=0$. By the chain rule, the slope that the analysis sees is

$$\frac{dV_G}{d\psi'}=\frac{dV_G/d\psi}{d\psi'/d\psi}
=\frac{1}{1+d}\left(1+\frac{C_s}{C_{ox}}\right). \tag{15}$$

Putting this slope into (6) gives the returned capacitance, marked with a prime:

$$C_{it}'=\frac{C_{ox}+C_s}{1+d}-(C_{ox}+C_s)
=-\frac{d}{1+d}\,(C_{ox}+C_s). \tag{16}$$

Because $d/(1+d)=d-d^2/(1+d)$, this is

$$C_{it}'=-d\,(C_{ox}+C_s)+\frac{d^2}{1+d}\,(C_{ox}+C_s). \tag{17}$$

The first term is the result stated at the start, valid to first order in $d$. Equation (16) holds for finite $d>-1$ within the depletion formula (11).

The sign has a simple meaning. With too large a doping, the analysis believes that the bands moved further than they did for a given change of gate voltage. Real states have the opposite effect, since they make the bands move less. The analysis can account for the apparent excess of movement only by a negative interface capacitance. An underestimated doping, $d<0$, produces false positive states, which are harder to recognize because a positive density is physically possible.

The size also has a simple origin. Formula (6) finds $C_{it}$ as the difference between $C_{ox}\,dV_G/d\psi$ and $C_{ox}+C_s$. In a capacitor with few states these two quantities are nearly equal and both are large compared with $C_{it}$. A fractional error in the first is therefore a fraction of $C_{ox}+C_s$, not of the small quantity sought. On n-type silicon the same result follows after the signs of charges and potentials are reversed.

### What the slope of the curve can and cannot reveal

The same error can be read from a plot of $1/C^2$ against $V_G$. Define an apparent doping $N_{sl}$ from the local slope of that plot:

$$\frac{d}{dV_G}\frac1{C^2}=\frac{2}{\varepsilon qN_{sl}}. \tag{18}$$

To relate $N_{sl}$ to the true doping, note that $C_{ox}$ is constant, so (4) gives $d(1/C)=d(1/C_s)$. From (11), $1/C_s^2=2(\psi-V_t)/(\varepsilon qN)$, whose derivative gives $d(1/C_s)/d\psi=C_s/(\varepsilon qN)$. From (3), $d\psi/dV_G=C_{ox}/(C_{ox}+C_s+C_{it})$. Therefore

$$\frac{d}{dV_G}\frac1{C^2}
=\frac2C\,\frac{C_s}{\varepsilon qN}\,\frac{C_{ox}}{C_{ox}+C_s+C_{it}}
=\frac{2}{\varepsilon qN}\,\frac{C_{ox}+C_s}{C_{ox}+C_s+C_{it}}, \tag{19}$$

where the last step uses $C_sC_{ox}/C=C_{ox}+C_s$ from (4). Comparison with (18) gives

$$N_{sl}=N\left(1+\frac{C_{it}}{C_{ox}+C_s}\right). \tag{20}$$

Without states the slope gives the true doping, apart from the effect of the hole tail neglected in (11). With states it gives too large a value. Locally, a higher doping and a stretch-out by states have the same effect on the slope.

Next, let the analysis use an oxide capacitance $C_{ox}^*>C$ that may also be wrong, together with the doping $N'$. It infers $C_s^*$ from $1/C_s^*=1/C-1/C_{ox}^*$ and a band bending $\psi^*$ from $\psi^*-V_t=\varepsilon qN'/(2C_s^{*2})$. Since $d(1/C_s^*)=d(1/C)$, and (18) gives $d(1/C)/dV_G=C/(\varepsilon qN_{sl})$,

$$\frac{d\psi^*}{dV_G}=\frac{\varepsilon qN'}{C_s^*}\,\frac{C}{\varepsilon qN_{sl}}
=\frac{N'}{N_{sl}}\,\frac{C}{C_s^*}. \tag{21}$$

The inverse of this slope goes into (6). With $C_s^*/C=1+C_s^*/C_{ox}^*$, the returned value is

$$C_{it}^*=(C_{ox}^*+C_s^*)\left(\frac{N_{sl}}{N'}-1\right). \tag{22}$$

For a state-free capacitor $N_{sl}=N$. If the doping is right, the returned capacitance is then zero even when $C_{ox}^*$ is wrong. Within the depletion formula (11), an error in the oxide capacitance alone creates no false states, whereas an error in the doping does.

For the correct $C_{ox}$ but real states, inserting (20) and $N'=(1+d)N$ into (22) gives

$$C_{it}'=\frac{C_{it}-d\,(C_{ox}+C_s)}{1+d}. \tag{23}$$

A real density is returned as negative as soon as $d(C_{ox}+C_s)$ exceeds $C_{it}$.

Equation (22) also contains a warning about the choice of $N'$. If the doping is taken from the local slope of the same high-frequency curve, then $N'=N_{sl}$ and the analysis returns zero at that point, whatever the true state density. The doping must come from information that the stretch-out does not corrupt. One possibility is a quasi-static capacitance $C_{lf}=d(Q+Q_{it})/dV_G$, measured slowly enough for the states to follow. From (1), $d\psi/dV_G=1-C_{lf}/C_{ox}$, which by (3) equals $C_{ox}/(C_{ox}+C_s+C_{it})$, while (4) gives $1-C/C_{ox}=C_{ox}/(C_{ox}+C_s)$. The ratio of the two removes the factor in (20):

$$N=N_{sl}\,\frac{1-C_{lf}/C_{ox}}{1-C/C_{ox}}. \tag{24}$$

This route needs the correct $C_{ox}$ and a second measurement, but it does not assume that the states are absent.

## 2. Size of the error and limits of the formula

The symbols carried over are these. The band bending is $\psi$, the thermal voltage is $V_t=kT/q$, and $u=\psi/V_t$. The oxide and silicon capacitances per area are $C_{ox}$ and $C_s$, the true acceptor density is $N$, and the analysis assumes $N'=(1+d)N$. The silicon capacitance is $C_s=\sqrt{\varepsilon qN/V_t}\,g(u)$, with $g$ given in (10). In depletion the wrong doping changes the inferred band bending to $\psi'=V_t+(1+d)(\psi-V_t)$, and a state-free capacitor returns $C_{it}'=-d(C_{ox}+C_s)/(1+d)$. With real states the result is (23).

### A 10 nm oxide on boron-doped silicon

Take $N=10^{16}$ cm$^{-3}$, a 10 nm oxide, a temperature of 300 K, and relative permittivities of 11.7 for silicon and 3.9 for the oxide. The assumed doping is $1.05\times10^{16}$ cm$^{-3}$, so $d=0.05$. At $\psi=0.350$ V the thermal voltage of 25.85 mV gives $u=13.5$, well inside depletion. The capacitances are

$$C_{ox}=345.3,\qquad C_s=50.6,\qquad C_{ox}+C_s=395.9\ \text{nF/cm}^2. \tag{25}$$

The measured capacitance is $345.3\times50.6/395.9=44.1$ nF/cm$^2$, and the depletion layer is 205 nm wide. The gate voltage from flat band is 0.445 V, of which 0.095 V drops across the oxide.

The analysis places the band bending at

$$\psi'=0.02585+1.05\,(0.35000-0.02585)=0.3662\ \text{V}, \tag{26}$$

which is 16 mV too large. The returned density is therefore also assigned to a wrong position on the band-bending scale. This displacement is small compared with the silicon band gap of roughly 1.1 eV, so the false density itself is the more serious consequence. Equation (16) gives

$$C_{it}'=-\frac{0.05}{1.05}\times395.9=-18.85\ \text{nF/cm}^2, \tag{27}$$

and division by the elementary charge turns this into $-1.18\times10^{11}$ cm$^{-2}$ eV$^{-1}$. The first-order formula gives $-0.05\times395.9=-19.8$ nF/cm$^2$, or $-1.24\times10^{11}$ cm$^{-2}$ eV$^{-1}$. Its magnitude is five per cent larger than that of (27), because the ratio of the two expressions is $1+d$.

These values were tested by carrying out the whole analysis numerically. The measured capacitance was generated as the derivative of the gate charge at frozen interface charge, with the hole tail included. It was then converted to $C_s$, the band bending was found by solving (10) with the wrong doping, and the slope in (6) was taken by finite differences. The result was $-18.848$ nF/cm$^2$, against $-18.853$ from (16). With $d=-0.05$ the same procedure returned $+20.83$ nF/cm$^2$, or $+1.30\times10^{11}$ cm$^{-2}$ eV$^{-1}$. The two magnitudes differ because $1+d$ stands in the denominator.

The order of the remainder was tested at $\psi=0.45$ V. According to (17), the departure from $-d(C_{ox}+C_s)$ is proportional to $d^2/(1+d)$. Doubling $d$ from 0.02 to 0.04 should multiply it by $4\times1.02/1.04=3.92$, and the numerical analysis gave 3.92.

The accuracy required of the doping follows from setting $|d|(C_{ox}+C_s)$ equal to $q$ times the tolerated density. For $10^{10}$ cm$^{-2}$ eV$^{-1}$ in this example,

$$|d|=\frac{1.602\times10^{-9}}{395.9\times10^{-9}}=0.40\ \text{per cent}. \tag{28}$$

In depletion, a doping assumed too large by a fraction $d$ makes a state-free capacitor return $-d(C_{ox}+C_s)/(1+d)$, which the numerical analysis of the 10 nm example confirms. What remains is to work through examples with real states and a wrong oxide capacitance, and to examine the influence of oxide thickness, the limits towards flat band and inversion, and doping that varies with depth.
